# Static Kohn anomalies of undoped graphene at Γ and K, part 2

For undoped graphene at zero temperature, in adiabatic density-functional theory with a local or semilocal functional, we want to establish, and find the slopes in,

$$\omega_{\rm LO}(\mathbf q)=\omega_\Gamma+\alpha_\Gamma q+O(q^2),\quad \omega_{\rm TO}(\mathbf q)=\omega_\Gamma+O(q^2),\quad \omega(\mathbf K+\mathbf q)=\omega_K+\alpha_K q+O(q^2),\tag{1}$$

where LO and TO form the $E_{2g}$ doublet and the K mode is $A_1'$. Hartree atomic units are used.

Atoms A, B of mass $M$ move in the normalised pattern $e=(\mathbf e_A,\mathbf e_B)$. The force constants $C$ obey $Ce=M\omega^2e$, and

$$\delta\omega=\frac{e^\dagger\delta C\,e}{2M\omega}.\tag{3}$$

For $N$ cells, occupations $f$ and vertex $\hat D$, the electronic part is

$$e^\dagger C_{\rm el}e=\frac2N\sum_{\mathbf k}\sum_{mn}\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}}\,|\langle m\,\mathbf k+\mathbf q|\hat D|n\mathbf k\rangle|^2.\tag{4}$$

With the lower band full and the upper empty,

$$e^\dagger C_{\rm el}e=-\frac4N\sum_{\mathbf k}\frac{|D|^2}{|\varepsilon_{\mathbf k}|+|\varepsilon_{\mathbf k+\mathbf q}|}.\tag{5}$$

A small change of the independent-particle response $\chi_0$ enters with both vertices $V$ screened:

$$\delta C=V^T\delta\chi_0V.\tag{7}$$

Bonds $\boldsymbol\delta_j=d\,\hat{\boldsymbol\delta}_j$ run from A to B at $\theta_j=90^\circ,210^\circ,330^\circ$; $a=\sqrt3d$, the cell area is $A=\sqrt3a^2/2$, and $\mathbf K=(4\pi/3a,0)$. The hopping is $-(t-\eta\,\delta d)$ for stretch $\delta d$, $v=3td/2$, and $w_\pm=w_x\pm iw_y$. The stretch amplitudes are $b_j=\hat{\boldsymbol\delta}_j\cdot(\mathbf e_Be^{i\mathbf q\cdot\boldsymbol\delta_j}-\mathbf e_A)$, with $\mathbf q$ the full wave vector. From band $s=\pm1$ to $-s$,

$$D=-\frac s2\big[D_{AB}e^{-i\phi}-D_{BA}e^{i\phi'}\big],\tag{11}$$

with $\phi,\phi'$ the phases of $-H_{AB}$ at $\mathbf k,\mathbf k+\mathbf q$.

At Γ, $\mathbf e_B=-\mathbf e_A=\mathbf n/\sqrt2$, $\mathbf n=(\cos\psi,\sin\psi)$, $b_j=\sqrt2\,\hat{\boldsymbol\delta}_j\cdot\mathbf n$, and in valley $\mathbf K$ $D_{AB}=iGe^{-i\psi}$, $G=3\eta/\sqrt2$. At K, $\sum_jb_je^{-i\theta_j}=-3\,e_K^\dagger e$, where $e_K=\tfrac12(1,i,1,-i)$ is the $A_1'$ pattern. For it the A term $\hat{\boldsymbol\delta}_j\cdot\mathbf e_A$ is $\tfrac12e^{i\theta_j}$, the B term is $-\tfrac12e^{i\theta_j}$, and $b_j=-e^{i\theta_j}$.

From here $\mathbf q$ is measured from $\mathbf Q$ (Γ or K), and $\mathbf k$, $\mathbf k'=\mathbf k+\mathbf q$, with angles $\theta,\theta'$ from the direction of $\mathbf q$, from their Dirac points, where $|\varepsilon|=vk$. The number of contributing valleys is $n_v=2$ at Γ, $1$ at K. Then $|D|^2=\langle D^2\rangle W$, with $\langle D^2_\Gamma\rangle=9\eta^2/4$, $\langle D^2_K\rangle=9\eta^2/2$ and

$$W_{\rm LO}=1+\cos(\theta+\theta'),\quad W_{\rm TO}=1-\cos(\theta+\theta'),\quad W_K=1+\cos(\theta-\theta').\tag{13}$$

The coupling in energy units is

$$\langle g^2\rangle=\langle D^2\rangle/2M\omega.\tag{14}$$

### The cone integral

With $N^{-1}\sum_{\mathbf k}=A\int d^2k/(2\pi)^2$, the cone part of (5) is

$$e^\dagger C_{\rm el}e\Big|_{\rm cone}=-\frac{4n_vA\langle D^2\rangle}{4\pi^2v}J,\qquad J=\int d^2k\,\frac{W}{k+k'}.\tag{15}$$

Take $\mathbf q$ along $x$, let $(x,y)$ be the midpoint of $\mathbf k$ and $\mathbf k'$, and set $x+iy=\tfrac q2\cosh(\mu+i\nu)$, that is $x=\tfrac q2\cosh\mu\cos\nu$, $y=\tfrac q2\sinh\mu\sin\nu$, with $\mu\ge0$ and $0\le\nu<2\pi$. With $c=\cosh\mu$,

$$(x\pm\tfrac q2)^2+y^2=\tfrac{q^2}4\big[c^2\cos^2\nu\pm2c\cos\nu+1+(c^2-1)(1-\cos^2\nu)\big]=\tfrac{q^2}4(c\pm\cos\nu)^2,$$

so $k+k'=qc$ and $kk'=\tfrac{q^2}4(c^2-\cos^2\nu)$. The map is conformal, with Jacobian $\tfrac{q^2}4|\sinh(\mu+i\nu)|^2=\tfrac{q^2}4(c^2-\cos^2\nu)=kk'$. Also $kk'\cos(\theta\mp\theta')=k_xk_x'\pm k_yk_y'=x^2-\tfrac{q^2}4\pm y^2$. In units of $q^2/4$ the averages over $\nu$ are $\overline{kk'}=c^2-\tfrac12$, $\overline{x^2}=\tfrac12c^2$, $\overline{y^2}=\tfrac12(c^2-1)$. Then $\overline{kk'\cos(\theta+\theta')}=-\tfrac12$ and $\overline{kk'\cos(\theta-\theta')}=c^2-\tfrac32$, and with $\xi=\sinh\mu$ the averages $F=\overline{kk'W}$ are

$$F_{\rm LO}=c^2-1=\xi^2,\qquad F_{\rm TO}=c^2=1+\xi^2,\qquad F_K=2c^2-2=2\xi^2.\tag{16}$$

Since $d\mu=d\xi/c$, a cut-off $k+k'\le2\Lambda$ gives

$$J=2\pi\frac{q^2}{4}\int\frac{d\mu\,F}{qc}=\frac{\pi q}2\int_0^{X}\frac{F\,d\xi}{1+\xi^2},\qquad X=\sqrt{4\Lambda^2/q^2-1}.\tag{17}$$

The LO integral is $X-\arctan X$, the TO integral is $X$, and the K integral is twice the LO one. For $q\ll\Lambda$, $qX=2\Lambda+O(q^2/\Lambda)$ and $\arctan X=\pi/2+O(q/\Lambda)$, so up to $O(q^2/\Lambda)$

$$J_{\rm LO}=\pi\Lambda-\frac{\pi^2}4q,\qquad J_{\rm TO}=\pi\Lambda,\qquad J_K=2\pi\Lambda-\frac{\pi^2}2q.\tag{18}$$

The terms in $\Lambda$ join the rest of the zone to make up $C_{\rm el}(\mathbf Q)$, while the terms in $q$ are independent of the cut-off. The TO result has a simple cause. In valley $\mathbf K$, $H_{AB}=vk_-$ and $D_{AB}=iGn_-=Gm_-$ with $\mathbf m=(n_y,-n_x)$, so the displacement shifts $\mathbf k$ as a vector potential along $\mathbf m\perp\mathbf n$. For TO this potential is parallel to $\mathbf q$, hence a gradient, and a static gradient is removed from the Dirac Hamiltonian by a gauge transformation.

### Slopes and remainder

Insert (18) in (15). For LO, $n_v=2$ and the $q$ term is $\frac{8}{4\pi^2}\cdot\frac{\pi^2}{4}=\frac12$ times $A\langle D^2\rangle q/v$. For K, $n_v=1$ and $\frac{4}{4\pi^2}\cdot\frac{\pi^2}{2}=\frac12$ again: half as many valleys, twice the integral. The sign is positive because $J$ falls with $q$ in (18) and enters (15) with a minus sign. The growth of the denominators alone does not decide this, since TO has the same denominators and no linear term. By (3) and (14),

$$\alpha_Q=\frac{A\langle g_Q^2\rangle}{2v}=\frac{\sqrt3a^2\langle g_Q^2\rangle}{4v},\qquad Q=\Gamma,K.\tag{19}$$

With $q$ in units of $2\pi/a$ the slope is $\alpha\,2\pi/a=\sqrt3\pi^2\langle g^2\rangle/\beta$, $\beta=2\pi v/a$. Since $\alpha\omega=A\langle D^2\rangle/4Mv$, the nearest-neighbour model predicts, whatever the other force constants,

$$\frac{\alpha_K\omega_K}{\alpha_\Gamma\omega_\Gamma}=\frac{\langle D_K^2\rangle}{\langle D^2_\Gamma\rangle}=2.\tag{20}$$

Equation (19) needs only the cones and the weights (13); the ratio (20) also needs the coupling to act through nearest-neighbour stretch alone.

Nothing else is linear in $q$. The part of $C$ analytic in $\mathbf q$ (other bands, the zone outside the cones, terms of second order in the displacement) could hold a term $\mathbf c\cdot\mathbf q$. At Γ inversion maps $\mathbf q\to-\mathbf q$ and leaves both $E_{2g}$ patterns unchanged, so their $2\times2$ block is even in $\mathbf q$ and $\mathbf c=0$. At K the expectation value in the nondegenerate mode is invariant under $120^\circ$ rotations of $\mathbf q$, and no nonzero vector is. Linear elements that couple to other modes act in second order, as $q^2$ over the gap. Corrections of relative order $ka$ to the cones make the integrand of (15) homogeneous of degree 0 and contribute $aq^2$ times a function of direction. A $q^2\ln q$ would need a term $q^2/k^2$ with nonzero angular average at $k\gg q$. The correction carries one more power of the small vectors than the leading term, so it is odd under $(\mathbf k,\mathbf q)\to(-\mathbf k,-\mathbf q)$; its $q^2$ term is odd in $\mathbf k$ and averages to zero. This establishes (1).

### Worked example

Take round parameters of about graphene's size: $d=2.7$ bohr, $t=0.10$ Ha, $\eta=0.09$ Ha/bohr, $M=12$ u $=21875\,m_e$. The analytic part is represented by nearest-neighbour springs, radial $K_r=0.40$ and tangential $K_t=0.05$ Ha/bohr$^2$, the latter a crude stand-in for angle bending. A spring adds $K_r\sum_j|b_j|^2$ to $e^\dagger Ce$, and likewise for $K_t$ with $\hat{\boldsymbol\delta}_j$ rotated by $90^\circ$. Then $a=4.677$ bohr, $A=18.94$ bohr$^2$ and $v=1.5\times0.10\times2.7=0.405$ Ha bohr.

At Γ, $\sum_j2\cos^2(\theta_j-\psi)=3$ and the same for the sine, so the springs give $3(K_r+K_t)=1.35$. Full-zone quadrature of (5) gives $-0.2709$, so $\omega_\Gamma=\sqrt{1.0791/21875}=7.024\times10^{-3}$ Ha, or 1542 cm$^{-1}$. At K the pattern $e_K$ is an exact eigenvector. Rotating $\hat{\boldsymbol\delta}_j$ by $90^\circ$ multiplies its A term by $i$ and its B term by $-i$, making both $\tfrac i2e^{i\theta_j}$, so the tangential amplitude vanishes. The radial and electronic parts form a quadratic form in $b_j$ invariant under cyclic permutation of $j$ (rotation about an A atom), of which $e^{i\theta_j}$ is an eigenvector, and $\sum_jb_je^{-i\theta_j}=-3e_K^\dagger e$ maps it back onto $e_K$. So $M\omega_K^2=3K_r-0.4710=0.7290$ and $\omega_K=5.773\times10^{-3}$ Ha, or 1267 cm$^{-1}$. The $E'$ doublet lies at $5.482\times10^{-3}$ Ha, so $A_1'$ is the highest mode by only 5% of its frequency; that order depends on the springs, and the kink follows the $A_1'$ pattern, not its rank.

The vertices are $\langle D_\Gamma^2\rangle=\tfrac94(0.09)^2=0.018225$ and $\langle D_K^2\rangle=0.03645$ Ha$^2$/bohr$^2$. From (14), $\langle g_\Gamma^2\rangle=0.018225/(2\times21875\times7.024\times10^{-3})=5.931\times10^{-5}$ Ha$^2$ and $\langle g_K^2\rangle=1.4433\times10^{-4}$ Ha$^2$. From (19),

$$\alpha_\Gamma=\frac{18.94\times5.931\times10^{-5}}{0.810}=1.387\times10^{-3},\qquad\alpha_K=\frac{18.94\times1.4433\times10^{-4}}{0.810}=3.375\times10^{-3}\ \text{Ha bohr},$$

or 409 and 995 cm$^{-1}$ per $2\pi/a$.

The numerical check diagonalises the full $4\times4$ lattice matrix, with no cone approximation, at $q=0.004$, $0.008$, $0.016$ bohr$^{-1}$ and extrapolates $\delta\omega/q$ to zero. Along $x$ the LO ratios are $1.372$, $1.357$, $1.328\times10^{-3}$ Ha bohr, so LO rises above $\omega_\Gamma$ and is 4% below $\alpha_\Gamma q$ at the last point. The TO shifts, $-1.94\times10^{-8}$, $-7.78\times10^{-8}$, $-3.13\times10^{-7}$ Ha, grow fourfold on each doubling of $q$, as a $q^2$ term does. In four directions the extrapolated LO slope is $1.38684\times10^{-3}$, equal to (19) in all printed digits, and the ratio (20) along $x$ is 2.0000. The K slopes spread from $3.3747$ to $3.3754\times10^{-3}$, at most $2.1\times10^{-4}$ relative to (19); this largest deviation falls to $3\times10^{-5}$ when the three wave vectors are halved, as the truncation error of a three-point fit should. With $t=0.13$ Ha and $\eta=0.07$ Ha/bohr, formula and lattice both give $6.060\times10^{-4}$ and $1.354\times10^{-3}$ Ha bohr. The check also tests (5) against the band energy of a distorted supercell, (7) by finite differences, (13) with lattice Bloch states, and (18) and (22) by polar quadrature.

A Kohn anomaly deep enough to drive $\omega_K^2$ to zero would freeze in a Kekulé distortion, a wave of bond order that in this model leaves the site charges uniform. Here $J$ converges at small $k$ even for $q=0$, because the density of states vanishes at the Dirac point, so the softening is finite and the mean-field instability has a threshold: in the example it would need $K_r$ below $0.471/3=0.157$ Ha/bohr$^2$.

### Where the linear law fails

The term in $q$ comes from states with $k,k'\sim q$, so a change of their occupations removes the kink at $q=0$, whereas a distortion that keeps gapless cones at the Fermi level, such as slightly unequal hoppings, changes the slope at Γ but leaves the kink sharp. A Fermi momentum $k_F$, or a temperature or smearing $T$ with $k_F\sim T/v$, changes the occupations in an area of order $k_F^2$ where the integrand of $J$ is of order $1/q$. This counting bounds the change relative to the $q$ term by $(k_F/q)^2$, and the leading order cancels. An occupied upper state $\mathbf k$ blocks an interband term, a change $+W/(k'+k)$ in the sum of (4), and opens an intraband one, $-(2-W)/(k'-k)$, the weight being $2-W$ because the relative sign in (11) is reversed within a band. For $k\ll q$ the sum is $2(W-1)/q\simeq\pm2\cos\theta/q$, whose angular average is zero, so the relative change at a given $q$ is of order $(k_F/q)^3$. Equation (1) needs $q\gg k_F$, and its intercept is then the undoped frequency. The doped frequency at K itself moves at first order in $k_F$: at $q=0$, $W_K=2$, the intraband weight vanishes, and blocking the states $k<k_F$ changes $J_K$ by $-\int d^2k/k=-2\pi k_F$. A shift measured from the doped $\omega_K$ therefore differs from $\alpha_Kq$ by the relative amount $4k_F/\pi q$. For an electronic mesh of spacing $h$ the counting gives an error of at most order $(h/q)^2$ in the value at $\mathbf Q+\mathbf q$. At $\mathbf Q$ itself the integrand of $J$ goes as $1/k$ and the mesh error is of order $h$, so a slope taken from the difference $\omega(\mathbf Q+\mathbf q)-\omega_Q$ on one mesh has a relative error of order $h/q$, and this sets the sampling needed near Γ and K.

The adiabatic assumption fails as well. For a lattice vibrating at frequency $\omega$ the two processes in (5) absorb and emit $\omega$, and with static vertices $2/E$ becomes $1/(E-\omega)+1/(E+\omega)=2E/(E^2-\omega^2)$, with $E=vqc$. For $x=\omega/vq$ this replaces $1/c$ by $c/(c^2-x^2)$, and $c\,d\mu=d\xi$ turns (17) into

$$J=\frac{\pi q}2\int_0^X\frac{F\,d\xi}{\xi^2+1-x^2}.\tag{21}$$

For $x<1$ put $\gamma^2=1-x^2$. Then $\xi^2/(\xi^2+\gamma^2)=1-\gamma^2/(\xi^2+\gamma^2)$, $(1+\xi^2)/(\xi^2+\gamma^2)=1+x^2/(\xi^2+\gamma^2)$, and $\int_0^\infty d\xi/(\xi^2+\gamma^2)=\pi/2\gamma$ give

$$J_{\rm LO}=\pi\Lambda-\frac{\pi^2}4q\gamma,\qquad J_{\rm TO}=\pi\Lambda+\frac{\pi^2qx^2}{4\gamma},\qquad J_K=2\pi\Lambda-\frac{\pi^2}2q\gamma.\tag{22}$$

So $q$ in (1) is replaced by $\sqrt{q^2-\omega^2/v^2}$ for LO and K, and TO is softened; its divergence at $x\to1$ marks the breakdown of lowest order there. At $x=0.6$ the coefficients of $q$ are $-1.974$, $1.110$ and $-3.948$, against $-2.467$, $0$ and $-4.935$ at $x=0$. For $x>1$ the denominator is $\xi^2-\zeta^2$ with $\zeta^2=x^2-1$. Its zero is the decay of the phonon into an electron-hole pair. The principal value $\int_0^\infty d\xi/(\xi^2-\zeta^2)$ vanishes, because the primitive $\frac1{2\zeta}\ln|(\xi-\zeta)/(\xi+\zeta)|$ is zero at both ends, so the real part of each $J$ keeps only its $\Lambda$ term and the frequency has no kink at $q=0$.

In the example $\omega/v$ is $0.017$ bohr$^{-1}$ at Γ and $0.014$ bohr$^{-1}$ at K, about 2% of $|\mathbf K|=0.896$ bohr$^{-1}$. The two smaller wave vectors of the lattice check lie below both values and the largest is comparable with them. Equation (1) therefore describes what a static calculation with a local or semilocal functional must reproduce as $q\to0$, and (19) converts its slopes into couplings. A measured dispersion could follow the linear law only for $\omega/v\ll q\ll1/a$, and for LO in the example that window is too narrow to be reached. At $q=0.05$ bohr$^{-1}$, $\gamma=0.94$, and the $q^2$ term, scaled up from its 4% at $q=0.016$ bohr$^{-1}$, removes about 13%, so the LO shift is about $0.8\,\alpha_\Gamma q$, near the largest this ratio gets. At K the $q^2$ term depends on direction: at $q=0.05$ and $0.08$ bohr$^{-1}$ the static shift is 1.02 and 1.01 times $\alpha_Kq$ along $+x$, and 0.95 and 0.92 times along $-x$. With the frequency dependence included these ratios become 0.98 and 1.00 along $+x$, and 0.91 and 0.90 along $-x$. A fit to measured points needs the factor $\gamma$ of (22) as well as the $q^2$ terms.

## Values computed for the example and the checks

```
d = 2.7 bohr
t = 0.1 Ha
eta = 0.09 Ha/bohr
Kr = 0.4 Ha/bohr^2
Kt = 0.05 Ha/bohr^2
M (12 u) = 21874.7 m_e
a = 4.67654 bohr
cell area = 18.94 bohr^2
2pi/a = 1.34356 1/bohr
|K| = 0.895703 1/bohr
v = 0.405 Ha bohr
beta=2pi v/a = 0.54414 Ha
[J(q)-J(0)]/q LO, x=0.0 = -2.4674 
[J(q)-J(0)]/q TO, x=0.0 = 0 
[J(q)-J(0)]/q K, x=0.0 = -4.9348 
[J(q)-J(0)]/q LO, x=0.6 = -1.97392 
[J(q)-J(0)]/q TO, x=0.6 = 1.11033 
[J(q)-J(0)]/q K, x=0.6 = -3.94784 
C_el E2g at Gamma = -0.270878 Ha/bohr^2
C_el A1' at K = -0.471032 Ha/bohr^2
w_Gamma = 0.00702368 Ha = 1541.5 cm^-1
w_K A1' = 0.00577276 Ha = 1267.0 cm^-1
w_K next (E') = 0.00548173 Ha
<D2>_Gamma = 0.018225 Ha^2/bohr^2
<D2>_K = 0.03645 Ha^2/bohr^2
<g2>_Gamma = 5.93105e-05 Ha^2
<g2>_K = 0.000144325 Ha^2
alpha_Gamma formula = 0.00138684 Ha bohr = 408.9 cm^-1 per 2pi/a
alpha_K formula = 0.00337472 Ha bohr = 995.1 cm^-1 per 2pi/a
lattice slopes 0 deg: LO 1.38684e-03, TO -5.6e-11, K 3.37468e-03 Ha bohr
lattice slopes 17 deg: LO 1.38684e-03, TO 3.3e-10, K 3.37483e-03 Ha bohr
lattice slopes 30 deg: LO 1.38684e-03, TO 5.8e-10, K 3.37506e-03 Ha bohr
lattice slopes 180 deg: LO 1.38684e-03, TO -5.6e-11, K 3.37543e-03 Ha bohr
q=0.004 1/bohr, 0 deg: dw LO 5.4887e-06, TO -1.94e-08, K 1.3535e-05 Ha
q=0.008 1/bohr, 0 deg: dw LO 1.0859e-05, TO -7.78e-08, K 2.7137e-05 Ha
q=0.016 1/bohr, 0 deg: dw LO 2.1244e-05, TO -3.13e-07, K 5.4501e-05 Ha
lattice alpha_K w_K/(alpha_G w_G) = 1.99998 
w_Gamma/v = 0.0173424 1/bohr
w_K/v = 0.0142537 1/bohr
second set: t = 0.13 Ha, eta = 0.07 Ha/bohr
w_Gamma 7.48017e-03 Ha, w_K 6.69610e-03 Ha, v 0.5265 Ha bohr
alpha_Gamma formula 6.05964e-04, lattice 6.05965e-04 Ha bohr
alpha_K formula 1.35384e-03, lattice 1.35383e-03 Ha bohr
```
